# Recovering exchange-magnon dispersion from a sinc-pulsed Landau–Lifshitz spin chain

## What symmetry and dimensions fix

Take a ring of $N$ identical cells of size $a$ along $x$. Each carries a unit magnetisation vector $\mathbf m_j$, which at rest points along $z$, parallel to an internal field $B_0$. Nearest neighbours are coupled by isotropic exchange, with stiffness $A$ and saturation magnetisation $M_s$. Small deviations are described by $\psi_j=m_{x,j}+im_{y,j}$.

A rotation by $\varphi$ about $z$ sends $\psi\to e^{i\varphi}\psi$ and $\psi^*\to e^{-i\varphi}\psi^*$. The energy is unchanged, so the linear equation for $\psi$ cannot contain $\psi^*$. Translation symmetry makes plane waves its modes. Nearest-neighbour coupling and reflection symmetry permit a constant and a term in $\cos ka$. A uniform tilt costs no exchange energy, so the exchange part is proportional to $1-\cos ka$. The one field that can be built from $A$, $M_s$ and $a$ linearly in $A$ is $A/(M_sa^2)$: its unit is $\mathrm{J\,m^{-1}/(A\,m^{-1}\,m^2)}=\mathrm T$. Without damping, therefore,

$$f(k)=\frac{\gamma}{2\pi}\left[B_0+C\,\frac{A}{M_sa^2}(1-\cos ka)\right],\qquad \gamma>0 .$$

The number $C$ needs the equation of motion. The cells here are a simulation mesh, so the band edge at $k=\pi/a$ is a property of the mesh.

## Equation of motion and lattice law

With cell volume $V$, the exchange energy is $E=(AV/a^2)\sum_j|\mathbf m_{j+1}-\mathbf m_j|^2$. Two terms contain $\mathbf m_j$, and their gradient is $(2AV/a^2)(2\mathbf m_j-\mathbf m_{j+1}-\mathbf m_{j-1})$. Dividing by $-M_sV$ gives the exchange field

$$\mathbf B^{\rm ex}_j=B_E(\mathbf m_{j+1}+\mathbf m_{j-1}-2\mathbf m_j),\qquad B_E=\frac{2A}{M_sa^2}.$$

The simulation integrates the full nonlinear equation

$$\dot{\mathbf m}=-\gamma'\left[\mathbf m\times\mathbf B+\alpha\,\mathbf m\times(\mathbf m\times\mathbf B)\right],\qquad \gamma'=\frac{\gamma}{1+\alpha^2}.$$

To linearise, set $m_z=1$ and $B_z=B_0$, since the corrections are quadratic in $\psi$. Let $\beta=B_x+iB_y$. Then

$$(\mathbf m\times\mathbf B)_x=m_yB_0-B_y,\qquad(\mathbf m\times\mathbf B)_y=B_x-m_xB_0 .$$

The first plus $i$ times the second is $-i(B_0\psi-\beta)$. For the damping term, $\mathbf m\times(\mathbf m\times\mathbf B)=\mathbf m(\mathbf m\cdot\mathbf B)-\mathbf B$, and $\mathbf m\cdot\mathbf B=B_0$ to first order, so its transverse part is $B_0\psi-\beta$. Together,

$$\dot\psi=\gamma'(i-\alpha)(B_0\psi-\beta).$$

The transverse field is $\beta_j=B_E(\psi_{j+1}+\psi_{j-1}-2\psi_j)+b_j$, where $b_j$ is the applied pulse along $x$. Define $\psi_k=\sum_j\psi_je^{-ikja}$. A shift by one cell multiplies $\psi_k$ by $e^{\pm ika}$, and the two shifts add to $2\cos ka$. Hence

$$\dot\psi_k=\gamma'(i-\alpha)(H_k\psi_k-b_k),\qquad H_k=B_0+2B_E(1-\cos ka).$$

Free modes vary as $e^{+i\omega_kt}$ with $\omega_k=\gamma'H_k$, and their amplitudes decay at the rate $\alpha\omega_k$. Thus $C=4$. Damping lowers the frequency by the factor $1/(1+\alpha^2)$, which is negligible for $\alpha=10^{-4}$.

## Error of the continuum parabola

For $ka\ll1$, $2(1-\cos ka)\to(ka)^2$, and the exchange field becomes $B_E(ka)^2=2Ak^2/M_s$. The cell size has dropped out, as a continuum limit requires. At finite $ka$, use $2(1-\cos ka)=4\sin^2(ka/2)$. The shortfall of the lattice exchange term, relative to the parabolic one, is

$$\varepsilon=1-\left[\frac{\sin(ka/2)}{ka/2}\right]^2 .$$

With $x=ka/2$, $(\sin x/x)^2=(1-x^2/6+x^4/120)^2=1-x^2/3+2x^4/45$ to this order, so

$$\varepsilon=\frac{(ka)^2}{12}-\frac{(ka)^4}{360}+\dots$$

Keeping the first term and putting $k=2\pi/\lambda$ gives a mesh rule for small $\varepsilon$:

$$\frac{\lambda}{a}\approx\frac{2\pi}{\sqrt{12\,\varepsilon}} .$$

For 1 % it asks for 18.14 cells per wavelength; the full expression gives 18.10. At the opposite limit, $ka=\pi$, the shortfall is $1-4/\pi^2\approx60\,\%$.

Delay times depend on the group velocity. The lattice value is $2\gamma'B_Ea\sin ka$ and the parabolic one $2\gamma'B_Ea\,(ka)$, so the relative shortfall is $1-\sin(ka)/(ka)\approx(ka)^2/6$. To leading order this is twice the error of the exchange frequency.

## The pulse

With $\operatorname{sinc}u=\sin(\pi u)/(\pi u)$, apply

$$b_j(t)=b_0\operatorname{sinc}(\kappa j)\operatorname{sinc}[2f_c(t-t_0)],\qquad 0<\kappa<1,$$

where $j$ is counted from the source cell. The space spectrum is flat because

$$\frac1{2\pi}\int_{-\kappa\pi}^{\kappa\pi}\frac1\kappa e^{i\theta j}\,d\theta=\frac{\sin(\kappa\pi j)}{\kappa\pi j}=\operatorname{sinc}(\kappa j).$$

Thus the sum over cells is $1/\kappa$ for $|ka|<\kappa\pi$ and zero beyond. In the same way the time integral is $1/(2f_c)$ for $|f|<f_c$ and zero beyond. Solving the mode equation from rest with $\alpha\to0$ gives

$$\psi_k(t)=-i\gamma e^{i\omega_kt}\int b_k(t')e^{-i\omega_kt'}dt',\qquad |\psi_k|=\frac{\gamma b_0}{2\kappa f_c}$$

after the pulse, for every mode inside both cutoffs. Choose $f_c$ above $f(\kappa\pi/a)$, so that the time cutoff does not remove modes which the space cutoff admits.

Weakness can be tested without knowing the dispersion. A rotation by $\pi$ about $z$ reverses both $b_0$ and $\psi$, so $\psi$ is odd in $b_0$, and the leading error of $\psi/b_0$ grows as $b_0^2$. Two runs at different strengths then measure the error.

## From the record to a frequency

Recording starts after the pulse has ended. On a ring, $k=2\pi q/(Na)$ with integer $q$, and the discrete space transform separates the linear modes without a space window. Each $\psi_k(t)$ is one slowly decaying tone.

In time, $M$ samples cover a duration $T$, so the bins are $1/T$ apart. Multiply by the Hann window

$$w_n=\sin^2\frac{\pi n}M=\frac12-\frac14e^{2\pi in/M}-\frac14e^{-2\pi in/M}.$$

Let the tone lie $\delta$ bins from a given bin. For $M\gg1$ the unwindowed sum is $D(\delta)=Me^{i\pi\delta}\sin(\pi\delta)/(\pi\delta)$. In $D(\delta\pm1)$ the numerator $e^{i\pi\delta}\sin\pi\delta$ changes sign twice and is unchanged. The windowed sum is therefore

$$\frac{Me^{i\pi\delta}\sin\pi\delta}{\pi}\left[\frac1{2\delta}-\frac1{4(\delta+1)}-\frac1{4(\delta-1)}\right]
=\frac{Me^{i\pi\delta}}2\,\frac{\sin\pi\delta}{\pi\delta(1-\delta^2)} .$$

Let $0\le\delta\le1/2$ be the distance from the highest bin towards its larger neighbour. The neighbour is $1-\delta$ from the tone. The sines are equal, so the ratio of neighbour to peak is

$$r=\frac{\delta(1-\delta^2)}{(1-\delta)\,\delta\,(2-\delta)}=\frac{1+\delta}{2-\delta}
\quad\Longrightarrow\quad \delta=\frac{2r-1}{r+1}.$$

Decay gives $\delta$ an imaginary part of size $\eta=\alpha fT$. It changes the moduli in $r$ at order $\eta^2$, so the formula remains good while $\alpha fT\ll1$.

## Pseudocode

```
m[j] = z for all cells
for each time step h until t = 2*t0:
    advance m by RK4 with field B0, exchange and pulse
for n = 0 .. M-1:
    store psi[n,j] = mx[j] + i*my[j]
    advance m by RK4 without pulse for one sample interval
for each wave number q inside the pulse band:
    s[n] = sum_j psi[n,j] * exp(-2*pi*i*q*j/N)
    S    = |FFT over n of sin(pi*n/M)^2 * s[n]|
    p    = positive-frequency bin with largest S
    side = +1 if S[p+1] > S[p-1] else -1
    r    = S[p+side] / S[p]
    f[q] = (p + side*(2r-1)/(r+1)) / T
compare f[q] - f[0] with the parabola's exchange term
```

The sample interval must keep every analysed mode below half the sampling rate, because the code searches only the positive-frequency bins. Higher modes do not disturb the analysed ones, since the space transform has already separated them.

## Stability, accuracy and cost

For one undamped mode let $\theta=\omega h$. Fourth-order Runge–Kutta multiplies the amplitude by $G=1+i\theta-\theta^2/2-i\theta^3/6+\theta^4/24$. Adding the squares of its real and imaginary parts gives

$$|G|^2=1-\frac{\theta^6}{72}+\frac{\theta^8}{576},$$

so the linear scheme is stable for $\theta\le2\sqrt2$. Accuracy demands more. Since $e^{i\theta}-G=(i\theta)^5/120+(i\theta)^6/720+\dots$,

$$\ln G=i\theta-\frac{i\theta^5}{120}-\frac{\theta^6}{144}+\dots$$

The frequency is low by the fraction $\theta^4/120$. The numerical damping, relative to $\omega$, is $\theta^5/144$, and it must be small compared with $\alpha$.

When exchange dominates, the band top scales as $a^{-2}$. Fixed $\theta$ there requires $h\propto a^2$. A row of fixed length $L$ has $L/a$ cells, so the integration cost scales as $LT/a^3$. Because $\varepsilon\propto a^2$ at fixed wavelength, the cost grows as $\varepsilon^{-3/2}$. The two transforms need of order $MN(\log M+\log N)$ operations.

## Worked example

The parameters are rough room-temperature values for yttrium iron garnet: $M_s=140$ kA/m, $A=3.7$ pJ/m, $\alpha=10^{-4}$ and $g=2$. The ring has 250 cells of 5 nm, and $B_0=200$ mT. Then

$$B_E=\frac{2(3.7\times10^{-12})}{(1.4\times10^5)(5\times10^{-9})^2}\ \mathrm T=2.114\ \mathrm T .$$

The mesh band runs from 5.6 to 242 GHz. With $h=0.125$ ps, $\theta=0.19$ at its top, where the numerical damping is about 2 % of $\alpha$. A run takes 640 steps during the pulse and $2048\times8=16\,384$ during the record. Samples are 1 ps apart, and the bin is 0.488 GHz.

The pulse has $b_0=10$ mT, $f_c=250$ GHz, $\kappa=0.75$ and $t_0=40$ ps. The predicted mode amplitude is

$$\frac{2\pi(27.99\times10^9)(0.010)}{2(0.75)(250\times10^9)}=4.69\times10^{-3}.$$

The simulated amplitudes for $ka<0.65\pi$ are 0.97 to 1.01 times this value. Truncation of both sincs and damping during the pulse contribute to the spread; their shares were not separated.

Runs at 50 and 100 mT differ from the 10 mT run, after division by $b_0$, in the ratio 4.125. The square law predicts $(100^2-10^2)/(50^2-10^2)=4.125$. The implied relative nonlinear error of the 10 mT record is $4\times10^{-5}$.

At $\lambda=50$ nm, $ka=0.6283$ and $1-\cos ka=0.1910$. The two laws give

$$f_{\rm lattice}=27.99\,[0.200+2(2.114)(0.1910)]\ \mathrm{GHz}=28.2\ \mathrm{GHz},$$
$$f_{\rm parabola}=27.99\,[0.200+2.114(0.6283)^2]\ \mathrm{GHz}=29.0\ \mathrm{GHz}.$$

The recovered frequency is 28.205 GHz, equal to the lattice value at the printed precision. The parabola is 0.76 GHz higher, and the exchange shortfall is 3.2 %. Someone who inferred $A$ from this frequency and the one at $k=0$ by means of the parabola would obtain a value 3.2 % too small. At $\lambda=16.7$ nm the shortfall is 26 %.

Over 82 wave numbers the largest difference between recovered and lattice frequencies is 0.57 MHz; taking the highest bin without interpolation gives 239 MHz. The Runge–Kutta estimate $f\theta^4/120$ is 0.55 MHz at the largest of these wave numbers, which suggests that time stepping accounts for most of this largest error. A fit to the recovered shortfall for $0.4<ka<1.2$ gives 0.08333 for the coefficient of $(ka)^2$, in agreement with $1/12$.

## When part of the row is recorded

A segment does not hold a whole number of wavelengths of every ring mode, so power leaks to wrong $k$. With 125 of the 250 cells recorded and the same Hann window in time, 1.2 % of the power lies far from the dispersion curve. "Far" here means more than five segment bins in $k$ times the steepest frequency change per bin, 5.95 GHz. A Hann window in space reduces this share to $2\times10^{-6}$.

The price is mixing of nearby wave numbers. By the kernel derived above, modes half a segment bin and one bin away enter with amplitudes 0.85 and 0.50 relative to the central mode. Each segment wave number then contains several tones. At long wavelengths the dispersion is flat, adjacent tones lie less than two time bins apart, and the single-tone interpolation becomes unreliable. Reading the highest point of a spectrum zero-padded fourfold in time gives, for a segment centred on the source cell, an rms error of 0.19 GHz and a worst error of 0.81 GHz. These values depend on the relative phases of the mixed tones and change with the position of the segment. The largest errors occur at wavelengths above 100 nm, where the mesh error is much smaller than they are, so a precise comparison there should use the whole ring.

## The neglected physics in a garnet strip

The model omits the dipolar field of the wave. Let $M=\mu_0M_s$, and let the transverse demagnetising factors be $n$ and $1-n$, as for propagation normal to the magnetisation in a body that extends far along the magnetisation. The transverse fields $-nMm_x$ and $-(1-n)Mm_y$ change the linear equations to $\dot m_x=-\gamma[H_k+(1-n)M]m_y$ and $\dot m_y=\gamma(H_k+nM)m_x$. Therefore

$$f=\frac\gamma{2\pi}\sqrt{(H_k+nM)[H_k+(1-n)M]}\le\frac\gamma{2\pi}\left(H_k+\frac M2\right),$$

because a geometric mean does not exceed the arithmetic mean. The upward shift is at most 2.46 GHz here. If the body is short along the magnetisation, the two transverse factors add to less than 1, and the same bound still holds. The bulk case $n=1$ gives 2.12 GHz at 250 nm, which is 32 % of the exchange-only frequency, and 2.36 GHz at 50 nm, or 8 %. At 50 nm this bulk value is three times the mesh error; at 25 nm the mesh error, 11.7 GHz, is the larger. In a thin strip the shift depends on the direction of magnetisation. With factors averaged over a 100 nm × 20 nm cross-section, it is at 50 nm about 2.3 GHz for magnetisation across the width, 1.6 GHz normal to the film and 1.0 GHz along the strip. The 1 % mesh rule therefore controls the exchange term alone, not the total frequency of a device.

Temperature matters for the amplitude. To second order the energy is $\tfrac12M_sV\sum_kH_k|c_k|^2$, with $\psi_j=N^{-1/2}\sum_kc_ke^{ikja}$. Equipartition over the real and imaginary parts gives $\langle|c_k|^2\rangle=2k_BT_{\rm K}/(M_sVH_k)$, where $T_{\rm K}$ is the temperature. Averaging $1/H_k$ over a long row yields

$$\langle|\psi|^2\rangle=\frac{2k_BT_{\rm K}}{M_sV}\,\frac1{\sqrt{B_0(B_0+4B_E)}} .$$

If each cell spans the whole cross-section of a strip 100 nm wide and 20 nm thick and moves as one, the rms angle at 300 K, with the dipolar field still left out, is 67 mrad. Modes that vary across the strip add strongly to the local angle, and the classical value keeps growing as the mesh is refined: the same linear estimate gives about 250 mrad for 5 nm cubes and 350 mrad for 2.5 nm cubes. The 10 mT pulse leaves 0.26 mrad. The weak pulse is thus a tool for a zero-temperature simulation; at 300 K thermal motion hides its coherent response in the record of a single run. Scaling up the same localised pulse is no remedy: for the 50 nm mode the thermal $|\psi_k|=\sqrt{N\langle|c_k|^2\rangle}$ is about 1.2, against $4.7\times10^{-3}$ from the pulse. Closing this gap would take a peak field of about 2.6 T, and the response would no longer be linear. A drive shaped like the wave itself can reach the thermal level and stay weak, because $|\psi_k|=1.2$ shared among 250 cells is a tilt of only about 5 mrad per cell for a single plane wave. It then tests one wavelength at a time. The dispersion itself is not lost at 300 K. Thermal waves lie on the same branch, and their decay time $1/(\alpha\omega_k)$, 56 ns at 50 nm, far exceeds the 2 ns record. The same transform therefore still shows a peak at each $k$, without any pulse, but with noise and nonlinear shifts far above the sub-MHz errors found at zero temperature.

Other omissions are cubic anisotropy, with a scale of 0.24 GHz for a rough constant of 600 J/m³, the uneven static field of a strip magnetised across its width, and the atomic lattice. Treated as a simple chain of roughly 1.2 nm period, the atomic lattice alters the exchange term by about 0.8 % at 25 nm, and by more at shorter wavelengths. The assumed damping is that of good garnet; patterned thin films can have more. Modes that vary across the strip would add further branches, and the highest peak at a given $k$ need not then belong to the branch described here.

The full set of values is in the numerical output below.

## Numbers as computed

```
Ms = 140 kA/m, A = 3.7 pJ/m, alpha = 1e-04, g = 2.0
cell = 5.0 nm, cells = 250, ring length = 1250 nm
internal field B0 = 200 mT, exchange field BE = 2114.3 mT
gamma/(2 pi) = 27.9925 GHz/T
band bottom = 5.598 GHz, mesh band top = 242.33 GHz
pulse: peak 10 mT, time cutoff 250 GHz, space cutoff 0.75 pi/a
pulse centre = 40 ps, recording starts at 80 ps
time step = 0.125 ps, sample interval = 1.0 ps, samples = 2048
frequency bin = 0.4883 GHz
largest change of |m| at end of run = 2.9e-09
predicted flat mode amplitude (sum over cells) = 4.690 mrad
simulated/predicted amplitude, ka < 0.65 pi: 0.9719 to 1.0145
largest ratio beyond 0.86 pi = 0.0067
largest angle during pulse, mrad: 2.94 at 10 mT, 14.70 at 50 mT, 29.39 at 100 mT
linearity defect against 10 mT run: 9.644e-04 (50 mT), 3.978e-03 (100 mT)
defect ratio = 4.125, square law predicts 4.125
inferred defect of the 10 mT run itself = 4.0e-05
wavelength nm | ka | f found | f lattice | f parabola (GHz) | exchange shortfall %
   250.00 | 0.1257 | 6.532 | 6.532 | 6.533 | 0.132
   125.00 | 0.2513 | 9.317 | 9.317 | 9.337 | 0.525
    50.00 | 0.6283 | 28.205 | 28.205 | 28.963 | 3.247
    25.00 | 1.2566 | 87.389 | 87.389 | 99.058 | 12.486
    16.67 | 1.8850 | 160.544 | 160.545 | 215.883 | 26.316
worst |found - lattice|, 82 wave numbers = 0.572 MHz
worst error without interpolation = 239.0 MHz
fitted coefficient of (ka)^2 = 0.08333, 1/12 = 0.08333
cells per wavelength for 1 % exchange error: 18.10 (rule 18.14)
that wavelength on this mesh = 90.5 nm
decay rate at 25 nm: found 0.05492 /ns, formula 0.05491 /ns
half-row record (125 cells): steepest f change per k bin = 5.95 GHz
power off the ridge: no space window 1.17e-02, Hann 1.98e-06
half-row peak error: rms 0.193 GHz, worst 0.806 GHz
mu0 Ms = 175.9 mT, bound on dipolar shift = 2.462 GHz
wavelength nm | bulk dipolar shift, k normal to M (GHz) | parabola - lattice (GHz)
   250.00 | 2.119 | 0.001
   125.00 | 2.202 | 0.020
    50.00 | 2.363 | 0.759
    25.00 | 2.429 | 11.669
    16.67 | 2.444 | 55.339
strip 100 nm x 20 nm at 300 K: thermal rms angle = 67.1 mrad
rms angle driven by the 10 mT pulse = 0.256 mrad
cubic anisotropy, rough K = 600 J/m3: scale 2K/Ms = 8.6 mT = 0.240 GHz
power linewidth 2 alpha f at 25 nm = 17.48 MHz
crystal-lattice estimate (k a0)^2/12 at 25 nm, a0 = 1.24 nm: 0.81 %
```
